# Core relaxation and the radiative shifts of valence d electrons, part 2

A model radiative operator $V$ can be treated as $\langle v|V|v\rangle$ in the finished valence orbital $v$, or added to the Fock operator and iterated to self-consistency. Why can the results differ by an order of magnitude, and even in sign, for a valence $d$ electron?

We use Dirac–Hartree–Fock (DHF) with one valence electron outside a closed core, Coulomb interaction only, and Hartree atomic units ($c=1/\alpha$). A positive shift means weaker binding; $\kappa=l$ for $j=l-\tfrac12$ and $-(l+1)$ for $j=l+\tfrac12$.

$V$ is the attractive Uehling potential $V_U$ (U) or the Flambaum–Ginges self-energy (SE) $V_{el}+V_{mag}+V_{low}$: electric, magnetic, low-frequency. $V_{el}$ contains $L=\ln(1/Z\alpha+\tfrac12)$ and the factor $A=A_0\,r/(r+0.07Z^2\alpha^3)$; $V_{low}=BZ^4\alpha^3e^{-Zr}$. $A_0$ and $B$ are fitted, so SE shifts of $d$ levels are rough.

$D$ projects on the core spinors $i$, $G[D]=J[D]-K[D]$ is Coulomb minus exchange, and $F=h+G[D]$ has eigenvalues $\varepsilon$. With $V$ scaled by $\lambda$ and $\delta D=dD/d\lambda$ at $\lambda=0$,

$$\frac{d\varepsilon_v}{d\lambda} = \langle v|V|v\rangle+\langle v|G[\delta D]|v\rangle,$$

whose terms are called "first" and "relax". With $p$ unoccupied,

$$\delta D = R_0\big[V+G[\delta D]\big],\qquad R_0[B] = \sum_{i,p}\frac{|p\rangle B_{pi}\langle i|+|i\rangle B_{ip}\langle p|}{\varepsilon_i-\varepsilon_p}.$$

Dropping $G[\delta D]$ on the right is the uncoupled approximation.

Let $N(r)$ and $N_v(r)$ be the core charge and valence probability inside $r$. The Hartree potential $V_H$ has slope $-N/r^2$, and the direct part of relax is the enclosed-charge formula

$$\langle v|\delta V_H|v\rangle = \int_0^\infty\frac{\delta N(s)\,N_v(s)}{s^2}\,ds .$$

For a nodeless nonrelativistic orbital in a fixed local potential, it was proved that a perturbation decreasing with $r$ pushes charge out ($\delta N\le0$) and lowers the density at the nucleus; an increasing one does the reverse.

Hydrogen-like shifts are written $F\alpha^3Z^4/(\pi n^3)$, where $F$ is a number. At leading order, $\langle V_U\rangle\propto\alpha^3Z^4(Z\alpha)^{2l}$ and, for $l>0$,

$$F_{mag} = -\frac{1}{2\kappa(2l+1)}.$$

## The same term seen from the valence electron

With two-electron integrals $(pq|rs)$, $\mathrm{Tr}\,XG[Y] = \sum X_{qp}Y_{sr}[(pq|rs)-(ps|rq)]$, which is symmetric in $X$ and $Y$ because the two electrons can be relabelled. Also $\mathrm{Tr}\,AR_0[B] = \sum_{ip}(A_{ip}B_{pi}+A_{pi}B_{ip})/(\varepsilon_i-\varepsilon_p)$ is symmetric. Let $\delta D_A$ be the coupled response to $A$. Adding and subtracting $G[\delta D_A]$,

$$\mathrm{Tr}\,A\,\delta D_B = \mathrm{Tr}\big(A+G[\delta D_A]\big)R_0\big[B+G[\delta D_B]\big]-\mathrm{Tr}\,G[\delta D_A]\,\delta D_B ,$$

and both terms are symmetric, so $\mathrm{Tr}\,A\,\delta D_B = \mathrm{Tr}\,B\,\delta D_A$. As $G[\delta D_V]$ is a rotational scalar, $|v\rangle\langle v|$ may be replaced by its average $X_v$ over the $2j+1$ projections. Then

$$\text{relax} = \mathrm{Tr}\,X_vG[\delta D_V] = \mathrm{Tr}\,G[X_v]\,\delta D_V = \mathrm{Tr}\,V\,\delta D_{G[X_v]},$$

$$\frac{d\varepsilon_v}{d\lambda} = \mathrm{Tr}\,V\big(X_v+\delta D_{G[X_v]}\big).$$

Here $G[X_v]$ is the field of one valence electron and $\delta D_{G[X_v]}$ the linear change it induces in the core. The operator $V$ probes the valence electron's own density plus the induced core density. The trace is a sum over $\kappa$ with weight $2j+1$, and each term is the relaxation shift that $V$ would cause if it acted on that core symmetry alone.

This also reconciles the result with the variational principle. Let $E(\lambda,n)$ be the DHF energy with a fraction $n$ of an electron in $X_v$. Stationarity gives $\partial E/\partial\lambda = \mathrm{Tr}\,VD_{tot}(n)$, with no relaxation term, and $\partial E/\partial n = \mathrm{Tr}\,X_vF = \varepsilon_v$ at $n=0$. The shift is the mixed derivative, $\mathrm{Tr}\,V\,\partial D_{tot}/\partial n$, and $\partial D_{tot}/\partial n$ contains the core change. Each total energy needs no relaxation; their difference involves two different cores.

The direct field of the valence electron has slope $-N_v/r^2\le0$, so it is a decreasing perturbation, and in the regime of the proof above it lowers the core density at the nucleus. For a $d$ electron this negative induced density, $s$-like at the nucleus (for $5d_{5/2}$ in Ba$^+$ below, 82% $s$ at $r\approx\alpha$ but 89% $p$ at $r\approx3\alpha$), competes with an own density that starts as $r^4$ (for $d_{3/2}$ the small component adds a term of order $\alpha^2r^2$).

A reversal needs two conditions: first and relax have opposite signs, and $|\text{relax}|>|\text{first}|$. For Uehling, first is negative for every state and relax is expected positive. For SE, relax is expected negative; first is positive for $d_{5/2}$, where $V_{mag}$ and $V_{low}$ add, while for $d_{3/2}$ they compete, and if first is negative there is enhancement without reversal.

## The number: Ba$^+$

The example is Ba$^+$ with its Xe-like core, $Z = 56$, $Z\alpha = 0.40865$, a Gaussian nucleus of rough rms radius 4.8 fm, $A_0 = 1.0220$, $B = 0.2170$, and 34 kinetically balanced even-tempered Gaussians per $\kappa$. The numerical check tests the DHF code against pyscf and the Sommerfeld energies, the response result against full self-consistent runs, and the enclosed-charge and reciprocity formulas. The valence energies are $-0.343$ ($6s$), $-0.310$ ($5d_{3/2}$) and $-0.308$ ($5d_{5/2}$). Digits beyond the third in the shifts are kept only so that sums and numerical comparisons can be followed. Shifts, in $10^{-6}$ hartree:

| state | SE first | SE relax | U first | U relax |
|---|---|---|---|---|
| $6s$ | 196.4 | 2.4 | −25.8 | −1.6 |
| $6p_{1/2}$ | 4.19 | −16.9 | −0.75 | 1.54 |
| $6p_{3/2}$ | 11.6 | −13.9 | −0.082 | 1.60 |
| $5d_{3/2}$ | −3.09 | −89.9 | −0.0018 | 9.30 |
| $5d_{5/2}$ | 7.69 | −88.0 | −0.00043 | 8.65 |

All shifts below are in the same unit unless marked. For $5d_{5/2}$, first is $0.001+4.363+3.325 = 7.69$ (electric, magnetic, low-frequency); for $5d_{3/2}$ it is $0.007-6.987+3.890 = -3.09$. The magnetic ratio $-6.987/4.363 = -1.60$ is near the leading-order $-3/2$. The SE shift of $5d_{5/2}$ is $7.69-87.97 = -80.28$, the Uehling shift is $-0.0004+8.649 = +8.648$, and the sum is $-71.63$. A first-order code gives $+1.69$ cm$^{-1}$ and the self-consistent one $-15.7$ cm$^{-1}$. For $5d_{3/2}$ the values are $-0.68$ and $-18.4$ cm$^{-1}$: the SE is enhanced (relax/first $=29$) but not reversed, against $-11$ for $5d_{5/2}$. The Uehling shift reverses for both levels, with ratios near $-5\times10^3$ and $-2\times10^4$. These carry one figure, since the basis value of $\langle V_U\rangle$ is tested only to 3% of the exact one, in hydrogen-like $3d_{5/2}$.

The central difference of self-consistent eigenvalues at $\lambda = \pm4$ gives $-71.64$ for $5d_{5/2}$ against the response value $-71.63$. The term quadratic in $V$, at $\lambda=1$, is $0.12$, about 0.2% of the total shift, so the reversal is a linear effect. The interval $5d_{5/2}-6s$ shifts by $1.69-37.43 = -35.74$ cm$^{-1}$ at first order and by $-15.72-37.63 = -53.35$ cm$^{-1}$ in full; first order misses 17.6 cm$^{-1}$, a third of the full value.

The direct SE term for $5d_{5/2}$, split by the core shells whose density changes, is $-89.01$ ($s$) $+5.55$ ($p$) $+18.27$ ($d$) $= -65.19$, and the enclosed-charge integral reproduces it. The summed $\delta N$ of the $s$ shells is nowhere positive on the grid, with minimum $-2.1\times10^{-3}$ electrons; for Uehling it is nowhere negative, with maximum $2.9\times10^{-4}$. The sum over the $s$ shells is thus one-signed in this atom, with nodes, relativity and coupling included; the $\delta N$ of a single shell with nodes need not be. The $5d_{5/2}$ orbital has $\langle r\rangle = 3.44$ bohr against $1.66$ for $5s$ and $1.93$ for $5p_{3/2}$, radii close enough for overlap. The $p$ and $d$ shells oppose the $s$ shells, also for Uehling: $11.9-3.4-2.2 = 6.3$. The slope $-\delta N/r^2$ of $\delta V_H$ is consistent with this direction: $s$ shells moving out create an increasing perturbation, which in the regime of the proof pulls charge in. These shells lie outside that regime, and the direct and exchange causes of their change were not separated. The uncoupled SE relaxation is $-135.9$, and coupling reduces it to $-88.0$, or 65% of that. Exchange adds $-22.8$ to the direct $-65.2$, 26% of relax and of the same sign. The enclosed-charge argument does not determine this sign; it is a computed fact here.

The reciprocal form splits relax by the symmetry on which $V$ acts. For Uehling it is $7.95$ ($s$) $+0.70$ ($p$), so $s$ supplies 92%. For SE it is $-60.5-28.2+0.7 = -88.0$: $s$ supplies 69% and $p$ a substantial 32%, so a picture with core $s$ electrons alone is incomplete for this operator. By operator piece it is $-49.0$ (electric), $-11.0$ (magnetic) and $-28.0$ (low-frequency). Because the shift is linear in $V$, the fitted $V_{low}$ can be removed by subtraction: first becomes $4.36$ and relax $-60.0$, and the reversal remains. Near the nucleus, at $r = 0.0077$ bohr, the own $5d_{5/2}$ density is $7\times10^{-5}$ bohr$^{-3}$ and the induced core density is $-0.80$; at $0.0227$ bohr they are $2.9\times10^{-3}$ and $-0.34$. An electron added to $5d_{5/2}$ lowers the density there about $10^4$ and $10^2$ times more than it adds.

The table shows two further things. The $6p$ levels reverse as well, for both operators, but for each operator the two terms are closer in size than in the $5d$ levels; the $6p_{3/2}$ SE shift, $11.6-13.9 = -2.3$, is a remainder whose sign this model cannot be trusted to fix. For $6s$, relax is 1.2% (SE) and 6.1% (Uehling) of first and has the same sign as first, opposite to what the enclosed-charge argument suggests. The direct term does have the expected sign, but exchange cancels it. For SE the direct term is $-35.6$ and exchange is $+38.0$, of which $35.0$ comes from the core $s$ shells; for Uehling they are $+3.75$ and $-5.31$. The small $6s$ relaxation is thus a remainder of two larger terms, and its sign is not general: with the same core at $Z=59$ the SE ratio relax/first is $-0.017$.

## Where the dominance ends

With no core, relax is zero. For a fixed core and growing $Z$, the core amplitudes change by a matrix element $\alpha^3Z^4$ over an energy gap $Z^2$, and the electron–electron integrals scale as $Z$, so at leading order relax $\sim\alpha^3Z^3$. The magnetic and low-frequency first-order terms scale as $\alpha^3Z^4$ and gain on it along an isoelectronic sequence, so the SE dominance found in Ba$^+$ need not hold in a highly charged ion. Against the Uehling first-order term, $\alpha^3Z^4(Z\alpha)^4$ for $d$, the ratio relax/first scales as $1/[Z(Z\alpha)^4]$, which also falls with $Z$, as $Z^{-5}$. At $Z=56$ this factor is only $0.64$, so it does not by itself explain the large Uehling ratios of Ba$^+$. The numerical coefficient matters more: the hydrogen-like $F$ of $3d_{5/2}$ is $-4.8\times10^{-6}$ while $(Z\alpha)^4 = 0.028$. Hydrogen-like estimates do not give the full ratio, however, because the screened $5d$ orbital of Ba$^+$ is far from hydrogen-like. These powers of $Z$ are asymptotic and require $Z$ far above the 54 core electrons; between $Z=56$ and $80$ both SE terms of $5d_{5/2}$ grow much faster. In the same model the SE ratio relax/first for $5d_{5/2}$ is $-11$, $-5.9$ and $-3.2$ at $Z=56$, $64$ and $80$, and the Uehling ratio is still about $-2\times10^3$ at $Z=80$. For $5d_{3/2}$, where the magnetic and low-frequency terms compete, the SE ratio does not fall steadily ($29$, $24$, $92$). The $Z$ at which either dominance ends is not fixed here. The Breit interaction and valence–core correlation are absent from all numbers; correlation changes the valence orbital at core radii, hence $N_v$, and with it the size of both terms.

## Values computed for the example and the checks

```
check Zn2+ large-c / pyscf RHF: -1776.2660 / -1776.2657 Ha
check Be-like Zn / pyscf DHF: -1091.851064 / -1091.851065 Ha
Z = 56, Z*alpha = 0.40865, alpha = 0.007297 bohr (Compton), R_rms = 4.8 fm (rough)
nuclear exponent = 1.8231e+08 bohr^-2, L = 1.0808, A0 = 1.0220, B = 0.2170
volume integrals / (Z alpha^3): Uehling -0.266667, electric without A 1.45797
H-like 1s: Uehling Z-exponent 3.988; Z=56 F_U = -2.597e-01, F_SE = 2.0287
H-like 2p3/2: Uehling Z-exponent 5.985; Z=56 F_U = -1.656e-03, F_SE = 0.2743
H-like 3d5/2: Uehling Z-exponent 7.983; Z=56 F_U = -4.780e-06, F_SE = 0.0658
H-like Z=5 kappa=1: magnetic F = -0.16694
H-like Z=5 kappa=-2: magnetic F = 0.08336
H-like Z=5 kappa=2: magnetic F = -0.05003
H-like Z=5 kappa=-3: magnetic F = 0.03334
Ba2+ core DHF energy = -8135.1540 Ha
core 5s: eps = -2.03366 Ha, <r> = 1.657 bohr
core 5p3/2: eps = -1.30309 Ha, <r> = 1.927 bohr
core 4d5/2: eps = -4.25208 Ha, <r> = 0.805 bohr
6s: eps = -0.343276 Ha, <r> = 4.562 bohr
  SE first 1.964e-04 relax 2.443e-06 sum 1.988e-04 Ha
  U  first -2.584e-05 relax -1.564e-06 sum -2.740e-05 Ha
  SE+U response 1.7143e-04, SCF difference 1.7151e-04 Ha; first 37.432, full 37.625 cm^-1
6p1/2: eps = -0.260922 Ha, <r> = 5.547 bohr
  SE first 4.191e-06 relax -1.693e-05 sum -1.274e-05 Ha
  U  first -7.455e-07 relax 1.536e-06 sum 7.910e-07 Ha
  SE+U response -1.1950e-05, SCF difference -1.1952e-05 Ha; first 0.756, full -2.623 cm^-1
6p3/2: eps = -0.254578 Ha, <r> = 5.701 bohr
  SE first 1.161e-05 relax -1.393e-05 sum -2.321e-06 Ha
  U  first -8.165e-08 relax 1.602e-06 sum 1.521e-06 Ha
  SE+U response -7.9986e-07, SCF difference -8.0271e-07 Ha; first 2.530, full -0.176 cm^-1
5d3/2: eps = -0.310462 Ha, <r> = 3.400 bohr
  SE first -3.089e-06 relax -8.986e-05 sum -9.295e-05 Ha
  U  first -1.835e-09 relax 9.301e-06 sum 9.299e-06 Ha
  SE+U response -8.3649e-05, SCF difference -8.3661e-05 Ha; first -0.678, full -18.359 cm^-1
5d5/2: eps = -0.308302 Ha, <r> = 3.442 bohr
  SE first 7.690e-06 relax -8.797e-05 sum -8.028e-05 Ha
  U  first -4.260e-10 relax 8.649e-06 sum 8.648e-06 Ha
  SE+U response -7.1632e-05, SCF difference -7.1643e-05 Ha; first 1.688, full -15.721 cm^-1
relax/first SE: 6s 0.012, 5d3/2 29.1, 5d5/2 -11.4
relax/first U: 6s 0.061, 5d3/2 -5069, 5d5/2 -20302
5d5/2 second order in V: 1.2e-07 Ha; uncoupled SE relax -1.359e-04 Ha
5d5/2 SE direct from core s,p,d: -8.901e-05 5.551e-06 1.827e-05 Ha
  direct -6.519e-05, enclosed-charge form -6.519e-05, exchange -2.278e-05 Ha
  dN of s shells: min -2.10e-03, max 0.00e+00 electrons
5d5/2 U direct from core s,p,d: 1.191e-05 -3.366e-06 -2.230e-06 Ha
  direct 6.316e-06, enclosed-charge form 6.316e-06, exchange 2.333e-06 Ha
  dN of s shells: min 0.00e+00, max 2.87e-04 electrons
5d5/2 SE reciprocal -8.797e-05; V acting in s,p,d: -6.053e-05 -2.817e-05 7.228e-07 Ha
5d5/2 U reciprocal 8.649e-06; V acting in s,p,d: 7.949e-06 7.002e-07 2.229e-11 Ha
electric: first 5d3/2 7.087e-09, first 5d5/2 1.273e-09, relax 5d5/2 -4.898e-05 Ha
magnetic: first 5d3/2 -6.987e-06, first 5d5/2 4.363e-06, relax 5d5/2 -1.100e-05 Ha
low-freq: first 5d3/2 3.890e-06, first 5d5/2 3.325e-06, relax 5d5/2 -2.800e-05 Ha
r = 0.0077 bohr: own 5d5/2 density 6.91e-05, induced core -7.992e-01 bohr^-3
r = 0.0227 bohr: own 5d5/2 density 2.85e-03, induced core -3.359e-01 bohr^-3
5d5/2 - 6s interval: first -35.74, full -53.35 cm^-1
```
